# Silicon slab thickness for an athermal TE0 mode at 1550 nm: a program that tests the result

```python
"""Athermal thickness of a symmetric silicon slab waveguide, TE0 mode.

Result under test: dN/dT = 0 at the single thickness
    d = lam*u/(pi*A*cos u),  1 - cos(u)^2/(1 + u*tan u) = G,
    G = -n2*a2/(n1*a1 - n2*a2),  A = sqrt(n1^2 - n2^2).
Symbols: N effective index; n1, n2 core and cladding index; a1, a2 their
temperature coefficients (1/K); lam vacuum wavelength (nm); d thickness (nm);
u, w half-thickness times transverse wavenumber in core and decay constant
in cladding; V = pi*d*A/lam; G fraction of the integral of E^2 in the core.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

lam = 1550.0
n1, n2 = 3.48, 1.50            # rough typical silicon and polymer indices
a1, a2 = 1.8e-4, -1.0e-4       # 1/K; a1 rough, a2 given
expansion = 2.6e-6             # 1/K, rough linear expansion of silicon
a1_slope = 2.5e-7              # 1/K^2, rough temperature slope of a1
k = 2 * np.pi / lam


def te0(d, core=n1, clad=n2, wavelength=lam):
    """Effective index and u from the matching condition u = V cos u."""
    contrast = np.sqrt(core**2 - clad**2)
    V = np.pi * d * contrast / wavelength
    u = brentq(lambda x: x - V * np.cos(x), 0, np.pi / 2,
               xtol=1e-15, rtol=1e-14)
    return np.sqrt(clad**2 + (contrast * np.sin(u))**2), u


def tm0(d, core, clad):
    """Effective index of the lowest TM mode."""
    contrast = np.sqrt(core**2 - clad**2)
    V = np.pi * d * contrast / lam
    top = min(V, np.pi / 2 - 1e-12)
    u = brentq(lambda x: (clad / core)**2 * x * np.tan(x)
               - np.sqrt(max(V**2 - x**2, 0)), 0, top, xtol=1e-15, rtol=1e-14)
    w = (clad / core)**2 * u * np.tan(u)
    return np.sqrt(clad**2 + (contrast * w / V)**2)


def core_fraction(u):
    return 1 - np.cos(u)**2 / (1 + u * np.tan(u))


def athermal(core=n1, clad=n2, core_rate=a1, clad_rate=a2):
    """Thickness, u and core fraction from the derived condition."""
    G = -clad * clad_rate / (core * core_rate - clad * clad_rate)
    u = brentq(lambda x: core_fraction(x) - G, 1e-9, np.pi / 2 - 1e-9,
               xtol=1e-14)
    contrast = np.sqrt(core**2 - clad**2)
    return lam * u / (np.pi * contrast * np.cos(u)), u, G


def heated(d, dT, slope=0.0, thick_exp=0.0, wavelength=lam):
    """TE0 index after a temperature change dT, solved afresh."""
    return te0(d * (1 + thick_exp * dT), n1 + a1 * dT + slope * dT**2 / 2,
               n2 + a2 * dT, wavelength)[0]


def drift(d, **options):
    return (heated(d, 1.0, **options) - heated(d, -1.0, **options)) / 2


def grid_index(d, dT, h, half_width=4000.0):
    """Largest eigenvalue of the discretized wave equation, even modes."""
    count = int(round(half_width / h))
    fill = np.clip((d / 2 - h * np.arange(count)) / h, 0, 1)
    eps = fill * (n1 + a1 * dT)**2 + (1 - fill) * (n2 + a2 * dT)**2
    diagonal = eps - 2 / (k * h)**2
    diagonal[0] += 1 / (k * h)**2
    side = np.full(count - 1, 1 / (k * h)**2)
    top = eigh_tridiagonal(diagonal, side, eigvals_only=True, select='i',
                           select_range=(count - 1, count - 1))
    return np.sqrt(top[0])


def grid_thickness(h):
    return brentq(lambda d: (grid_index(d, 5, h) - grid_index(d, -5, h)) / 10,
                  45, 65, xtol=1e-4)


d0, u0, G0 = athermal()
N0, u_check = te0(d0)
A = np.sqrt(n1**2 - n2**2)
V0 = u0 / np.cos(u0)
w0 = u0 * np.tan(u0)
gamma = 2 * w0 / d0

# Core fraction: integrate the mode profile, x in units of half-thickness.
for u in (0.15, u0, 0.8, 1.3):
    w = u * np.tan(u)
    inside = quad(lambda x: np.cos(u * x)**2, 0, 1)[0]
    outside = quad(lambda s: np.cos(u)**2 * np.exp(-2 * w * s), 0, np.inf)[0]
    assert abs(inside / (inside + outside) - core_fraction(u)) < 1e-7

# Drift formula against re-solved modes, away from the athermal point too.
for d in (20.0, d0, 100.0, 220.0):
    N, u = te0(d)
    G = core_fraction(u)
    formula = (G * n1 * a1 + (1 - G) * n2 * a2) / N
    assert abs(formula - drift(d)) < 1e-9

# One sign change only over a wide range of thickness.
signs = np.sign([drift(d) for d in np.linspace(5, 600, 400)])
assert np.count_nonzero(np.diff(signs)) == 1 and signs[0] < 0

# Diagonalization of the wave equation, two meshes.
d_coarse, d_fine = grid_thickness(1.0), grid_thickness(0.5)
N_grid = grid_index(d0, 0, 0.5)
assert abs(d_fine - d0) < 0.02 and abs(d_fine - d_coarse) < 0.05
assert abs(N_grid - N0) < 1e-4

# Small-fraction expansion of V^2, by symbolic series in u.
x = sp.symbols('x', positive=True)
G_series = sp.series(1 - sp.cos(x)**2 / (1 + x * sp.tan(x)), x, 0, 8).removeO()
V2_series = sp.series(x**2 / sp.cos(x)**2, x, 0, 8).removeO()
trial = G_series / 2 + G_series**2 / 2 + sp.Rational(22, 45) * G_series**3
remainder = sp.expand(V2_series - trial)
assert all(remainder.coeff(x, p) == 0 for p in range(8))
d_first = lam / (np.pi * A) * np.sqrt(G0 / 2)
d_second = lam / (np.pi * A) * np.sqrt(G0 * (1 + G0) / 2)
assert abs(d_second - d0) < abs(d_first - d0)

# Thickness derivatives against finite differences.
s, c = np.sin(u0), np.cos(u0)
dN_dd = k * A**3 * s * c**2 / (2 * N0 * (1 + w0))
dG_dd = k * A / 2 * c * (2 * s * c * (1 + w0) + s * c + u0) / (1 + w0)**3
slope = dG_dd * (n1 * a1 - n2 * a2) / N0
step = 0.01
assert abs((te0(d0 + step)[0] - te0(d0 - step)[0]) / (2 * step) / dN_dd - 1) < 1e-5
slope_num = (drift(d0 + step) - drift(d0 - step)) / (2 * step)
assert abs(slope_num / slope - 1) < 1e-4

# Neglected expansion: re-solve for the shifted thickness.
d_exp = brentq(lambda d: drift(d, thick_exp=expansion), 40, 65)


def path_drift(d):
    plus = heated(d, 1, thick_exp=expansion) * (1 + expansion)
    minus = heated(d, -1, thick_exp=expansion) * (1 - expansion)
    return (plus - minus) / 2


d_path = brentq(path_drift, 40, 65)
# First-order shifts; tolerance covers the curvature over a few nm.
assert abs(-expansion * d0 * dN_dd / slope / (d_exp - d0) - 1) < 0.1
assert abs(-expansion * (N0 + d0 * dN_dd) / slope / (d_path - d0) - 1) < 0.15

# Second-order residue over 40 K, and the other polarization.
plain = [heated(d0, t) - N0 for t in (-40, 40)]
curved = [heated(d0, t, slope=a1_slope) - N0 for t in (-40, 40)]
assert min(plain) > 0 and sum(curved) > 2 * sum(plain)
tm_drift = (tm0(d0, n1 + a1, n2 + a2) - tm0(d0, n1 - a1, n2 - a2)) / 2
assert tm_drift < 0
core_part = G0 * n1 * a1 / N0
clad_part = (1 - G0) * n2 * a2 / N0
beyond = (1 - G0) / 2 * np.exp(-2 * gamma * 2000)

print(f"vacuum wavelength: {lam:.0f} nm")
print(f"silicon index (rough): {n1:.2f}; polymer index (rough): {n2:.2f}")
print(f"silicon coefficient (rough): {a1*1e4:.2f} e-4/K")
print(f"polymer coefficient (given): {a2*1e4:.2f} e-4/K")
print(f"A = sqrt(n1^2-n2^2): {A:.4f}")
print(f"required core fraction G*: {G0:.4f}")
print(f"hand estimate, leading term: {d_first:.1f} nm")
print(f"hand estimate, two terms: {d_second:.1f} nm")
print(f"u: {u0:.4f}; w: {w0:.4f}; V: {V0:.4f}")
print(f"athermal thickness d*: {d0:.2f} nm = {d0/1000:.4f} micrometre")
print(f"effective index N at d*: {N0:.4f}")
print(f"core part of dN/dT: {core_part*1e6:.2f} e-6/K")
print(f"cladding part of dN/dT: {clad_part*1e6:.2f} e-6/K")
print(f"grid thickness, 1 nm mesh: {d_coarse:.3f} nm")
print(f"grid thickness, 0.5 nm mesh: {d_fine:.3f} nm")
print(f"mesh shift: {d_fine-d_coarse:.4f} nm")
print(f"grid effective index at d*: {N_grid:.5f}")
print(f"dN/dd at d*: {dN_dd:.5f} per nm")
print(f"dG/dd at d*: {dG_dd:.5f} per nm")
print(f"drift per nm thickness error: {slope*1e6:.3f} e-6/K per nm")
print(f"drift of a 220 nm slab: {drift(220.0)*1e6:.1f} e-6/K")
for rate in (1.7e-4, 1.9e-4):
    print(f"d* if silicon coefficient is {rate*1e4:.1f} e-4/K: "
          f"{athermal(core_rate=rate)[0]:.2f} nm")
for clad in (1.45, 1.55):
    print(f"d* if polymer index is {clad:.2f}: {athermal(clad=clad)[0]:.2f} nm")
print(f"silicon linear expansion (rough): {expansion*1e6:.1f} e-6/K")
print(f"d* with slab thickness expansion: {d_exp:.2f} nm")
print(f"d for constant optical path N*L: {d_path:.2f} nm")
print(f"slope of silicon coefficient (rough): {a1_slope*1e7:.1f} e-7/K^2")
print(f"N shift at -40 K, +40 K, constant coefficients: "
      f"{plain[0]*1e6:.1f}, {plain[1]*1e6:.1f} e-6")
print(f"N shift at -40 K, +40 K, with silicon slope: "
      f"{curved[0]*1e6:.1f}, {curved[1]*1e6:.1f} e-6")
print(f"drift at 1530 nm, same slab and indices: "
      f"{drift(d0, wavelength=1530.0)*1e6:.2f} e-6/K")
print(f"TM0 drift at d*: {tm_drift*1e6:.1f} e-6/K")
print(f"field decay length in polymer: {1/gamma:.0f} nm")
print(f"fraction of E^2 beyond 2000 nm of polymer, one side: {beyond:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
vacuum wavelength: 1550 nm
silicon index (rough): 3.48; polymer index (rough): 1.50
silicon coefficient (rough): 1.80 e-4/K
polymer coefficient (given): -1.00 e-4/K
A = sqrt(n1^2-n2^2): 3.1401
required core fraction G*: 0.1932
hand estimate, leading term: 48.8 nm
hand estimate, two terms: 53.3 nm
u: 0.3275; w: 0.1112; V: 0.3458
athermal thickness d*: 54.34 nm = 0.0543 micrometre
effective index N at d*: 1.8083
core part of dN/dT: 66.92 e-6/K
cladding part of dN/dT: -66.92 e-6/K
grid thickness, 1 nm mesh: 54.339 nm
grid thickness, 0.5 nm mesh: 54.339 nm
mesh shift: 0.0005 nm
grid effective index at d*: 1.80834
dN/dd at d*: 0.00901 per nm
dG/dd at d*: 0.00575 per nm
drift per nm thickness error: 2.468 e-6/K per nm
drift of a 220 nm slab: 167.1 e-6/K
d* if silicon coefficient is 1.7 e-4/K: 55.91 nm
d* if silicon coefficient is 1.9 e-4/K: 52.89 nm
d* if polymer index is 1.45: 53.03 nm
d* if polymer index is 1.55: 55.67 nm
silicon linear expansion (rough): 2.6 e-6/K
d* with slab thickness expansion: 53.83 nm
d for constant optical path N*L: 51.98 nm
slope of silicon coefficient (rough): 2.5 e-7/K^2
N shift at -40 K, +40 K, constant coefficients: 14.8, 14.8 e-6
N shift at -40 K, +40 K, with silicon slope: 88.6, 89.7 e-6
drift at 1530 nm, same slab and indices: 1.75 e-6/K
TM0 drift at d*: -101.1 e-6/K
field decay length in polymer: 244 nm
fraction of E^2 beyond 2000 nm of polymer, one side: 3.1e-08
ALL CHECKS PASSED
```
